# Acoustic mobility from the deformation potential and its three-halves law

## First half: from a strained crystal to a mean free path

### A factor that needs two causes

In a model semiconductor whose electrons are scattered by sound waves alone, the mobility formula derived below gives $4.01\times10^5$ atomic units at 100 K and $7.72\times10^4$ at 300 K. The mobility falls by a factor of 5.20 while the temperature rises by a factor of 3. In a classical harmonic lattice the mean square thermal strain grows in proportion to temperature, which explains a factor of 3. The remaining factor is $5.20/3=1.73$, close to $\sqrt3$, and it needs a cause of its own.

I use atomic units, $\hbar=e=m_e=1$, with energies in hartree and lengths in bohr. The electrons occupy one isotropic parabolic band,

$$E=\frac{k^2}{2m},\qquad v=\frac{k}{m},$$

with $E$ measured from the band edge. The model has round parameters and stands for no particular material: band mass $m=0.3$, elastic constant $C=0.006$ hartree/bohr³ and mass density $\rho=400$ electron masses/bohr³. The coupling constant, defined next, is $\Xi=0.3$ hartree. All are taken as independent of temperature. At 300 K the thermal energy is $k_BT=9.50\times10^{-4}$ hartree.

### The simplest case: a uniform expansion

Let each point $\mathbf r$ of the crystal move to $\mathbf r+\mathbf u(\mathbf r)$. A small volume is multiplied by the determinant of the matrix $\delta_{ij}+\partial_ju_i$. To first order only the diagonal entries contribute, so the fractional volume change is

$$\Delta=\nabla\cdot\mathbf u .$$

This is the dilation. A uniform dilation moves the band edge. For small strain the shift is linear, and its coefficient defines the deformation potential:

$$\delta E_{\rm edge}=\Xi\,\Delta .$$

The model assumes that shear does not move the edge to this order. A uniform shift changes all energies equally and deflects no electron. Scattering requires a dilation that varies in space.

If the variation is slow on the scale of the lattice spacing, each region has its own local band edge, and the shift acts on the electron as a potential energy:

$$H'(\mathbf r)=\Xi\,\nabla\cdot\mathbf u(\mathbf r).$$

### One frozen wave

Take the displacement

$$\mathbf u=\mathbf e\,\frac{A}{q}\sin(\mathbf q\cdot\mathbf r),$$

where $\mathbf e$ is a unit vector. Its divergence is

$$\Delta=\frac{\mathbf e\cdot\mathbf q}{q}\,A\cos(\mathbf q\cdot\mathbf r).$$

A transverse wave has $\mathbf e\cdot\mathbf q=0$ and produces no dilation, so it drops out of this model. A longitudinal wave has $\mathbf e=\mathbf q/q$ and gives $\Delta=A\cos(\mathbf q\cdot\mathbf r)$.

For a general dilation in a crystal of volume $V$ with periodic boundaries, write

$$\Delta(\mathbf r)=\sum_{\mathbf q}\Delta_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},\qquad \Delta_{-\mathbf q}=\Delta_{\mathbf q}^* .$$

The electron states are $V^{-1/2}e^{i\mathbf k\cdot\mathbf r}$. The matrix element between two of them is

$$\langle\mathbf k'|H'|\mathbf k\rangle=\frac{\Xi}{V}\int d^3r\,e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}\Delta(\mathbf r)=\Xi\,\Delta_{\mathbf k'-\mathbf k}.$$

The integral selects the single Fourier component with $\mathbf q=\mathbf k'-\mathbf k$. For the cosine wave, $\Delta_{\pm\mathbf q}=A/2$. The scattering strength is therefore set by $\Xi^2\langle|\Delta_{\mathbf q}|^2\rangle$, where the brackets denote a thermal average.

An electron that keeps its energy can change its wave vector by at most $2k$. At $E=k_BT$ and 300 K, $k=\sqrt{2mk_BT}=0.0239$ bohr⁻¹. The shortest wave it can use has length $2\pi/(2k)\approx130$ bohr, which is long compared with an interatomic distance. The local band edge is then a reasonable concept.

### Thermal strain in a chain

The thermal average is easiest to see in one dimension. Take a ring of $N$ atoms of mass $M$, with spacing $a$, joined by springs of stiffness $K$. The strain of spring $j$ is $s_j=(u_{j+1}-u_j)/a$, and its Fourier component is

$$s_q=\frac1N\sum_j s_je^{-iqja}.$$

Orthogonality of the exponentials gives $\sum_js_j^2=N\sum_q|s_q|^2$, so the elastic energy is

$$U=\frac{Ka^2}{2}\sum_js_j^2=\frac{NKa^2}{2}\sum_q|s_q|^2 .$$

The components at $q$ and $-q$ are complex conjugates. Together they contribute $NKa^2|s_q|^2$, which is a sum of two squares, those of the real and imaginary parts. Classical equipartition assigns $k_BT/2$ to each square. Hence $NKa^2\langle|s_q|^2\rangle=k_BT$. With the length $L=Na$ and the elastic constant $C_1=Ka$ of the chain,

$$L\langle|s_q|^2\rangle=\frac{k_BT}{C_1}.$$

The mean square thermal strain is the same at every nonzero wave number and is proportional to temperature.

Quantum mechanics changes this for fast vibrations. A mode of frequency $\omega$ has mean energy $(\omega/2)\coth(\omega/2k_BT)$, half of it potential, where a classical mode has $k_BT$. With $x=\omega/k_BT$ the classical strain is multiplied by

$$R(x)=\frac x2\coth\frac x2=1+\frac{x^2}{12}+\dots$$

To see both regimes, take $N=200$, $M=5\times10^4$, $K=0.1$ and $a=5$ in atomic units at 300 K. Numerical diagonalization of the force matrix, followed by a sum of the quantum strains of all modes, gives 1.00018 times the classical value for the longest wave and 1.648 times for the shortest.

These numbers follow from $\omega=2\sqrt{K/M}\,|\sin(qa/2)|$. For the shortest wave $\omega=2.83\times10^{-3}$, so $x=2.98$ and $R=1.65$. For the longest, $x=0.0468$ and $x^2/12=1.8\times10^{-4}$. Equipartition is thus a statement about long waves, and the electrons must be shown to use such waves.

### Three dimensions and quantized sound

In a longitudinal plane wave travelling along $x$, the only strain component is $\partial_xu_x=\Delta$. The elastic constant $C$ for this deformation is defined by the energy density $C\Delta^2/2$. The equation of motion $\rho\ddot u=C\partial_x^2u$ gives waves with

$$\omega=cq,\qquad c=\sqrt{C/\rho}=3.87\times10^{-3}.$$

The medium is assumed isotropic, so $C$ does not depend on direction. The total energy of the longitudinal strain is $(VC/2)\sum_{\mathbf q}|\Delta_{\mathbf q}|^2$, and the argument used for the chain gives

$$V\langle|\Delta_{\mathbf q}|^2\rangle=\frac{k_BT}{C}. \tag{1}$$

For the quantum version, expand the longitudinal displacement in phonon operators:

$$\mathbf u=\sum_{\mathbf q}\frac{\mathbf q}{q}\frac{1}{\sqrt{2\rho V\omega}}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a_{\mathbf q}^\dagger e^{-i\mathbf q\cdot\mathbf r}\right).$$

The prefactor is fixed by the energy. With $N_q$ phonons in one mode, the mean kinetic energy is

$$\frac{\rho V}{2}\,\omega^2\,\frac{2N_q+1}{2\rho V\omega}=\frac{\omega}{2}\left(N_q+\frac12\right),$$

which is half of the oscillator energy, as it must be. The divergence brings down $iq$ in the first term and $-iq$ in the second. The component that takes an electron from $\mathbf k$ to $\mathbf k+\mathbf q$ is therefore

$$\Delta_{\mathbf q}=\frac{iq}{\sqrt{2\rho V\omega}}\left(a_{\mathbf q}-a^\dagger_{-\mathbf q}\right).$$

The electron either absorbs a phonon $\mathbf q$ or emits a phonon $-\mathbf q$. With $\omega=cq$, the squared matrix elements are

$$|M|^2=\frac{\Xi^2q}{2\rho cV}\times\begin{cases}N_q&\text{absorption}\\N_q+1&\text{emission}\end{cases}\qquad N_q=\frac{1}{e^{cq/k_BT}-1}. \tag{2}$$

The sound waves are taken to stay in thermal equilibrium.

If $cq\ll k_BT$, then $2N_q+1=\coth(cq/2k_BT)\approx2k_BT/(cq)$, and the two processes add to

$$\frac{\Xi^2q}{2\rho cV}\,\frac{2k_BT}{cq}=\frac{\Xi^2k_BT}{\rho c^2V}=\frac{\Xi^2k_BT}{CV}.$$

This equals $\Xi^2$ times the classical result (1). The factor $q$ in the coupling has cancelled against the $1/q$ in the number of phonons.

For the electron with $E=k_BT$ at 300 K, the largest phonon energy is $2kc=1.85\times10^{-4}$ hartree, or $0.19\,k_BT$. At that $q$ the factor $R$ exceeds 1 by $0.19^2/12\approx0.003$. These electrons do use waves that are nearly classical. The same small ratio limits the energy exchanged in one collision, so the first calculation treats the strain as static and conserves the electron energy.

### The scattering rate

The golden rule, which assumes weak scattering, gives the rate at which momentum along the initial direction is lost:

$$\frac1\tau=\sum_{\mathbf k'}2\pi\,\frac{\Xi^2k_BT}{CV}\,\delta(E'-E)\,(1-\cos\alpha). \tag{3}$$

Here $\alpha$ is the angle between $\mathbf k$ and $\mathbf k'$. A collision that leaves the direction unchanged costs no momentum, and a reversal counts twice. Spin is conserved, so the sum covers one spin direction.

The squared matrix element is the same for all final directions. The average of $\cos\alpha$ over a sphere is zero, and the momentum loss rate equals the total scattering rate. What remains is the number of final states. Replace the sum by $V(2\pi)^{-3}\int d^3k'$ and use $dE'=k'dk'/m$:

$$g(E)=\frac1V\sum_{\mathbf k'}\delta(E'-E)=\frac{4\pi}{(2\pi)^3}\int k'^2dk'\,\delta(E'-E)=\frac{mk}{2\pi^2}.$$

Therefore

$$\frac1\tau=\frac{2\pi\Xi^2k_BT}{C}\,\frac{mk}{2\pi^2}=\frac{m k\,\Xi^2k_BT}{\pi C}. \tag{4}$$

Faster electrons scatter more often because they have more final states available.

The passage from a sum to an integral can be seen at work in a finite cube. I chose its side so that the wave number for $E=k_BT$ is 25 times the smallest nonzero one, and summed (3) directly over the discrete plane waves. The delta function was replaced by a normalized Gaussian in energy with standard deviation $0.08E$. The sum is 0.9992 times the value from (4).

The small deficit comes from the smoothing. The density of states varies as $\sqrt{E'}$. For $E'=E(1+z)$,

$$\langle\sqrt{1+z}\rangle\approx1+\frac{\langle z\rangle}{2}-\frac{\langle z^2\rangle}{8}=1-\frac{0.08^2}{8}=0.9992 .$$

For the model at 300 K and $E=k_BT$, equation (4) reads

$$\frac1\tau=\frac{0.3\times0.02388\times0.3^2\times9.50\times10^{-4}}{\pi\times0.006}=3.25\times10^{-5}.$$

This corresponds to $\tau=3.08\times10^4$ atomic units, or 0.744 ps.

### A length that does not depend on speed

The distance travelled in the time $\tau$ is

$$\ell=v\tau=\frac km\,\frac{\pi C}{mk\,\Xi^2k_BT}=\frac{\pi C}{m^2\Xi^2k_BT}. \tag{5}$$

The wave number has cancelled. Within the elastic classical treatment, slow and fast electrons have the same mean free path. At 300 K,

$$\ell=\frac{\pi\times0.006}{0.3^2\times0.3^2\times9.50\times10^{-4}}=2.45\times10^3\ \text{bohr}.$$

The golden rule treats collisions as separate events between plane waves. This needs a wave number that is well defined over one free path, so $k\ell\gg1$. At $E=k_BT$ the product is 58. It falls in proportion to $k$ and fails for very slow electrons, whose weight in the mobility is found below.

Equation (5) accounts for the factor of 3 in the opening numbers: $\ell\propto1/T$, because the thermal strain power grows as $T$. The factor $\sqrt3$ must come from the way electrons with a given free path respond to a field.

## Second half: from the mean free path to the mobility

The electrons have mass $m$, wave number $k$, speed $v=k/m$ and energy $E=k^2/2m$. The constant $\Xi$ is the band-edge shift per unit dilation, $C=\rho c^2$ the longitudinal elastic constant, $\rho$ the mass density and $c$ the sound speed. The first half found the density of states per spin, $g=mk/2\pi^2$, and for nearly elastic scattering by classical sound waves

$$\frac1\tau=\frac{mk\,\Xi^2k_BT}{\pi C},\qquad \ell=v\tau=\frac{\pi C}{m^2\Xi^2k_BT}.$$

In the model at 300 K, $\ell=2449.5$ bohr and $k_BT=9.50\times10^{-4}$ hartree. The squared phonon matrix elements are $\Xi^2q/(2\rho cV)$ times $N_q$ for absorption and $N_q+1$ for emission.

### Response to a weak field

If all electrons had the same $\tau$, a force $F$ would give each a mean extra momentum $F\tau$, and the mobility would be $\tau/m$. Here $\tau$ depends on speed, and the distribution must be found.

Nondegenerate electrons in equilibrium follow $f_0\propto e^{-E/k_BT}$. A constant force $\mathbf F$ changes the distribution to $f_0+f_1$, with $f_1$ proportional to $\mathbf F$. In the steady state the drift in wave-vector space balances the collisions. To first order in the force,

$$\mathbf F\cdot\nabla_{\mathbf k}f_0=-\frac{\mathbf F\cdot\mathbf v}{k_BT}f_0=-\frac{f_1}{\tau}.$$

The collision term has this simple form because $f_1$ is odd in $\mathbf k$. Electrons scattered into $\mathbf k$ come uniformly from all directions on the energy sphere, and their contributions to $f_1$ cancel. Hence

$$f_1=\frac{\tau\,\mathbf F\cdot\mathbf v}{k_BT}f_0 .$$

The mean velocity along $\mathbf F$ is the average of $v_x$ weighted with $f_1$. An isotropic average gives $\langle v_x^2\tau\rangle=\langle v^2\tau\rangle/3$. The mobility, defined as positive, is drift speed divided by force, because $e=1$:

$$\mu=\frac{\langle v^2\tau\rangle}{3k_BT}=\frac{\langle v\ell\rangle}{3k_BT}=\frac{\ell\,\langle v\rangle}{3k_BT}. \tag{6}$$

The last step uses the constancy of $\ell$. With $b=m/2k_BT$, the mean thermal speed is

$$\langle v\rangle=\frac{\int_0^\infty v^3e^{-bv^2}dv}{\int_0^\infty v^2e^{-bv^2}dv}=\frac{1/(2b^2)}{\sqrt\pi/(4b^{3/2})}=\frac{2}{\sqrt{\pi b}}=\sqrt{\frac{8k_BT}{\pi m}}.$$

Inserting $\ell$ and $\langle v\rangle$ in (6) gives the Bardeen-Shockley mobility:

$$\mu=\frac{1}{3k_BT}\,\frac{\pi C}{m^2\Xi^2k_BT}\,2\sqrt{\frac{2k_BT}{\pi m}}=\frac{2\sqrt{2\pi}\,C}{3m^{5/2}(k_BT)^{3/2}\Xi^2}. \tag{7}$$

At 300 K the mean speed is 0.0898, and

$$\mu=\frac{2449.5\times0.0898}{3\times9.50\times10^{-4}}=7.72\times10^4\ \text{atomic units}=3.28\times10^3\ \mathrm{cm^2/(V\,s)}.$$

In SI units the right side of (7) is multiplied by $e\hbar^4$. The charge converts response to force into response to field. The combination $C/[m^{5/2}(k_BT)^{3/2}\Xi^2]$ has units kg⁻⁵ m⁻⁸ s⁵, and four powers of $\hbar$, each kg m² s⁻¹, turn them into s/kg, the unit of $\tau/m$.

### Reading the exponent

Equation (6) separates the two causes. The free path gives $T^{-1}$ and $\langle v\rangle/k_BT$ gives $T^{-1/2}$. Between 100 K and 300 K the product is $3\sqrt3=5.20$, the factor at the start. The second cause says that hotter electrons cover the same path in less time, so the field has less time to act on them.

The number of dimensions matters. If electrons and waves were confined to a plane, the density of states would be the constant $m/2\pi$, and the golden rule would give an energy-independent $\tau\propto1/T$. Then $\mu=\tau/m\propto T^{-1}$. The extra half power in three dimensions comes from $g\propto\sqrt E$.

Nor does the exponent survive if the parameters vary. The logarithmic derivative of (7) is

$$\frac{d\ln\mu}{d\ln T}=-\frac32+\frac{d\ln C}{d\ln T}-\frac52\frac{d\ln m}{d\ln T}-2\frac{d\ln\Xi}{d\ln T}.$$

The very slow electrons, for which the golden rule fails, hardly matter. In terms of $x=E/k_BT$, the number of electrons varies as $\sqrt x\,e^{-x}dx$ and $v\ell$ as $\sqrt x$. The mobility weight is thus $x e^{-x}dx$. With the constant $\ell$, the condition $k\ell<1$ would mean $x<1/58.5^2\approx3\times10^{-4}$, a region with weight $x^2/2\approx4\times10^{-8}$. These electrons, however, have $k<mc$, where collisions are not elastic and the free path is shorter than $\ell$. With the energy exchange restored, as in the next section, the product of $k$ and the free path stays below 1 up to $x\approx2\times10^{-3}$ at 300 K. That region carries about $6\times10^{-7}$ of the mobility, which is still negligible.

### Restoring the energy exchange

A real collision exchanges the energy $cq$. To include it, write

$$f_1=\frac{F\cos\vartheta}{k_BT}\,\lambda(k)\,f_0 ,$$

where $\vartheta$ is the angle between $\mathbf k$ and $\mathbf F$, and $\lambda$ is an unknown length. Let $S(\mathbf k\to\mathbf k')$ be the full golden-rule rate. Since $N_q/(N_q+1)=e^{-cq/k_BT}$, it obeys detailed balance, $S(\mathbf k'\to\mathbf k)f_0(k')=S(\mathbf k\to\mathbf k')f_0(k)$. The factor $f_0(k)$ then cancels from the balance of drift and collisions. Averaging over the azimuth of $\mathbf k'$ about $\mathbf k$ replaces $\cos\vartheta'$ by $\cos\alpha\cos\vartheta$, leaving

$$v=\sum_{\mathbf k'}S(\mathbf k\to\mathbf k')\left[\lambda(k)-\lambda(k')\cos\alpha\right],\qquad \mu=\frac{\langle v\lambda\rangle}{3k_BT}. \tag{8}$$

For absorption at an angle with cosine $\eta$ between $\mathbf k$ and $\mathbf q$, energy conservation reads $kq\eta/m+q^2/2m=cq$. Integrating the delta function over $\eta$ gives $m/(kq)$. The sum over final states becomes

$$\sum_{\mathbf k'}S=\frac{\Xi^2m}{4\pi\rho ck}\int dq\,q^2\times\{N_q\ \text{or}\ N_q+1\}. \tag{9}$$

The prefactor collects $2\pi$ from the golden rule, $\Xi^2q/(2\rho cV)$ from the matrix element, $Vq^2/(4\pi^2)$ from the sum over $\mathbf q$, and $m/(kq)$. The condition $|\eta|\le1$ gives an upper limit $2(k+mc)$ for absorption and, by the same steps, $2(k-mc)$ for emission. The lower limit is zero, except that an electron with $k<mc$ cannot emit and can absorb only above $2(mc-k)$.

I solved (8) by iteration, with $\lambda$ on 300 quadrature points in $k$ and 48 points in $q$ for each process. The table gives $\gamma=mc^2/k_BT$, the ratio of the resulting mobility to (7), and its local exponent $d\ln\mu/d\ln T$.

| $T$ (K) | $\gamma$ | ratio | exponent |
|---:|---:|---:|---:|
| 3 | 0.474 | 1.980 | −2.223 |
| 10 | 0.142 | 1.211 | −1.699 |
| 30 | 0.0474 | 1.064 | −1.563 |
| 100 | 0.0142 | 1.019 | −1.518 |
| 300 | 0.0047 | 1.006 | −1.506 |

The three-halves law is the high-temperature limit of this model. On cooling, the mobility rises faster than the law says.

### The first correction

The size of the departure can be derived for small $\gamma$. In the elastic limit the right side of (8) is $(v/\ell)\lambda$, since the cosine term vanishes. Put $\lambda=\ell+\lambda_1$, and let $\delta\Gamma$ be the first-order change of $\Gamma=\sum S(1-\cos\alpha)$. Then (8) gives $(v/\ell)\lambda_1+\ell\,\delta\Gamma=0$, so $v\lambda_1=-\ell^2\delta\Gamma$ and

$$\frac{\delta\mu}{\mu}=\frac{\langle v\lambda_1\rangle}{\ell\langle v\rangle}=-\frac{\langle\delta\Gamma\rangle}{\langle v/\ell\rangle}. \tag{10}$$

Let $y=q/k$, $s=mc/k$, $\beta=ck/k_BT$, and $\sigma=+1$ for absorption, $-1$ for emission. The final wave number obeys $k'^2=k^2(1+2\sigma sy)$, and $\cos\alpha=(k^2+k'^2-q^2)/(2kk')$. Expanding $1/k'$ to second order in $s$,

$$1-\cos\alpha=\frac{y^2}{2}-\frac{\sigma sy^3}{2}-\frac{s^2y^2}{2}+\frac{3s^2y^4}{4}.$$

The phonon factor in (9) is, to the same order,

$$y^2\left(N_q+\frac{1-\sigma}{2}\right)=\frac1\beta\left[y-\frac{\sigma\beta y^2}{2}+\frac{\beta^2y^3}{12}\right].$$

Multiply the bracket by $1-\cos\alpha$, integrate from 0 to $2(1+\sigma s)$ and add both signs of $\sigma$. Terms odd in $\sigma$ cancel. Three groups remain:

- The leading product $y^3/2$ integrates to $2(1+\sigma s)^4$, and the sum is $4+24s^2$.
- The product linear in $\sigma$ is $-\sigma(s/2+\beta/4)y^4$. The shift of its upper limit gives $-32s^2-16\beta s$.
- The second-order products, integrated to $y=2$ and doubled, give $12s^2+\frac{16}{3}\beta s+\frac89\beta^2$.

The total is $4+4s^2-\frac{32}{3}\beta s+\frac89\beta^2$. Relative to the elastic value 4,

$$\frac{\delta\Gamma}{v/\ell}=s^2-\frac83\beta s+\frac29\beta^2 .$$

Here $\beta s=\gamma$, $s^2=\gamma/2x$ and $\beta^2=2\gamma x$. The average in (10) has the weight $xe^{-x}dx$, for which $\langle1/x\rangle=1$ and $\langle x\rangle=2$. Thus

$$\frac{\delta\mu}{\mu}=-\gamma\left(\frac12-\frac83+\frac89\right)=\frac{23}{18}\,\gamma. \tag{11}$$

The expansion fails for $k\lesssim mc$, but that region has $x\lesssim\gamma$ and a contribution of order $\gamma^2$. The full remainder beyond (11) is not a constant times $\gamma^2$: divided by $\gamma^2$ it is 1.5 at 30 K and 1.9 at 300 K, and it keeps growing slowly as $\gamma$ falls, as a term $\gamma^2\ln(1/\gamma)$ would.

At 300 K, (11) gives an excess of 0.0061 relative to (7), as in the table. Raising $\rho$ a hundredfold at fixed $C$ leaves (7) unchanged and divides $c^2$ by 100. The numerical solution then exceeds (7) by $6.05\times10^{-5}$, in line with (11). Since $\gamma\propto1/T$, the exponent is $-\frac32-\frac{23}{18}\gamma$ to this order, which gives $-1.506$ at 300 K. At 3 K, (11) predicts a ratio of 1.61 where the full solution has 1.98, so first order no longer suffices.

The signs identify the cause. The term in $\beta^2$, from the excess of quantum over classical strain, increases scattering. The larger term in $\beta s$ reduces it. It arises because emission is favoured by the occupation factor but has the smaller range of $q$ and, at a given $q$, the larger value of $1-\cos\alpha$, and the range has the greater effect.

### Other boundaries of the law

At high density the Pauli principle matters. For elastic collisions the blocking factors cancel between scattering in and out, so $f_1=-(df_0/dE)\,\tau\,\mathbf F\cdot\mathbf v$ with the Fermi-Dirac $f_0$. The product $g\tau=C/(2\pi\Xi^2k_BT)$ does not depend on energy. With two spins, $v^2=2E/m$ and carrier density $n$,

$$n\mu=2\int dE\,g\tau\,\frac{v^2}{3}\left(-\frac{df_0}{dE}\right)=\frac{2C}{3\pi m\Xi^2k_BT}\int_0^\infty f_0\,dE=\frac{2C}{3\pi m\Xi^2}\ln\left(1+e^{E_F/k_BT}\right).$$

The middle step integrates by parts. Here $E_F$ is the chemical potential measured from the band edge. In the dilute limit the logarithm becomes $e^{E_F/k_BT}$ and $n=2(mk_BT/2\pi)^{3/2}e^{E_F/k_BT}$, which returns (7). In the opposite limit the logarithm becomes $E_F/k_BT$ and $n=k_F^3/3\pi^2$, with $k_F=\sqrt{2mE_F}$. Then

$$\mu=\frac{\pi C}{m^2\Xi^2k_BT\,k_F}=\frac{\ell}{k_F}.$$

At fixed density $k_F$ is constant and $\mu\propto T^{-1}$. The speed of the responding electrons no longer depends on temperature.

Quadrature of the Fermi-Dirac integrals at 300 K gives an exponent of $-1.4996$ for $n=10^{-9}$ bohr⁻³, where $E_F/k_BT=-6.4$. For $n=10^{-4}$, where $E_F/k_BT=36$, the exponent is $-1.001$ and the mobility is 0.221 times (7). The dense case illustrates statistics within the elastic, unscreened model. Its largest phonon energy, $2ck_F$, is about $1.2\,k_BT$, so classical sound is a poorer approximation there. With quantum occupations, energy exchange and Pauli blocking kept, the same unscreened model gives 0.239 times (7) and an exponent of $-1.17$. Mobile charge would also screen the potential.

The field must be weak enough not to heat the electrons. An electron gains about $mv_d^2$ between collisions at drift speed $v_d$. The net energy it returns per collision vanishes when the electrons are at the lattice temperature, and is of order $(cq)^2/k_BT\sim mc^2$ times their fractional excess temperature. This estimate requires $v_d\ll c$, a stricter condition than $v_d\ll\langle v\rangle$ when $\gamma$ is small.

Equation (7) also leaves out impurities, optical phonons and transfer between valleys. It leaves out the piezoelectric coupling of acoustic waves in crystals without inversion symmetry, and the shear coupling and direction-dependent masses of many-valley bands. Where these contribute, or where the band is nonparabolic, an exponent of $-3/2$ is not implied by the coupling to dilation alone.
